**Core-line shift and skewness from a quadratic depletion potential**

For surface band bending $V_s$ and ratio $r$ of attenuation length to depletion width, the centroid shift is $-V_sJ_2$, with $J_2=1-2r+2r^2(1-e^{-1/r})$. The skewness of the local binding energies follows from $J_2$, $J_4$ and $J_6$, where $J_k=1-krJ_{k-1}$ and $J_0=1-e^{-1/r}$. The program asserts that these closed forms agree with direct depth quadrature and that both limits in $r$ hold. It also asserts the moments of a complete Gaussian-broadened spectrum, the quadratic potential from numerical integration of Poisson's equation, and the displacement of the maximum for very broad Gaussian and Lorentzian lines. In the example, a band bending of 0.60 eV gives a centroid shift of −0.408 eV and a maximum at −0.417 eV. Broadening lowers the skewness from 0.84 to 0.038. The skewness before broadening changes sign near $r=0.453$, the one sign change found in the scan from 0.01 to 100.

## Check in Python

```python
"""Core line emitted from a depletion layer with exponential attenuation.

Result under test: with r = attenuation length / depletion width and local
binding-energy shift -Vs*(1-x)^2 for x = depth/width < 1 (zero beyond),
  centroid shift = -Vs*J2,   J2 = 1 - 2r + 2r^2 (1 - exp(-1/r)),
  skewness = -(J6 - 3 J4 J2 + 2 J2^3) / (J4 - J2^2)^(3/2),
where J_k = 1 - k r J_(k-1) and J_0 = 1 - exp(-1/r).
Energies are binding energies relative to the bulk line; Vs > 0 is upward
band bending. Positive skewness is a tail to higher binding energy.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid
from scipy.optimize import brentq

mp.mp.dps = 60  # the closed forms cancel strongly at large r


def J(k, r):
    """Closed form of the depth integral, built by the recursion."""
    r = mp.mpf(float(r))
    value = 1 - mp.exp(-1 / r)
    for n in range(1, k + 1):
        value = 1 - n * r * value
    return value


def formula_moments(r):
    """Mean, variance, third central moment of the shift in units of Vs."""
    j2, j4, j6 = J(2, r), J(4, r), J(6, r)
    return (float(-j2), float(j4 - j2**2),
            float(-(j6 - 3 * j4 * j2 + 2 * j2**3)))


def formula_skew(r):
    _, variance, third = formula_moments(r)
    return third / variance**1.5


NODES, WEIGHTS = np.polynomial.legendre.leggauss(200)


def emitters(r):
    """Local shifts (units of Vs) and signal weights from the definition."""
    depth_max = min(1.0, 40 * r)  # signal beyond 40 lengths is negligible
    x = 0.5 * depth_max * (NODES + 1)
    weight = 0.5 * depth_max * WEIGHTS * np.exp(-x / r) / r
    shifts = np.append(-(1 - x)**2, 0.0)
    return shifts, np.append(weight, np.exp(-1 / r))


def direct_moments(r):
    shifts, weight = emitters(r)
    mean = np.sum(weight * shifts)
    return (mean, np.sum(weight * (shifts - mean)**2),
            np.sum(weight * (shifts - mean)**3))


def gauss_slope(y, width):
    return -y * np.exp(-0.5 * (y / width)**2)


def lorentz_slope(y, width):
    return -y / (1 + (y / width)**2)**2


def line_maximum(r, width, slope):
    """Position of the spectral maximum; all energies in units of Vs."""
    shifts, weight = emitters(r)
    return brentq(lambda e: np.sum(weight * slope(e - shifts, width)),
                  -1.0, 0.0, xtol=1e-15, rtol=1e-14)


# Closed forms against direct depth quadrature
for r in (0.05, 0.2, 0.45, 1.0, 3.0, 10.0):
    assert np.allclose(formula_moments(r), direct_moments(r),
                       rtol=1e-8, atol=1e-12)

# Limits, compared with direct quadrature
r_small, r_large = 1e-3, 1e4
mean_s, var_s, third_s = direct_moments(r_small)
skew_small = third_s / var_s**1.5
assert abs(mean_s + 1 - 2 * r_small + 2 * r_small**2) < 1e-10
assert abs(skew_small - (2 - 6 * r_small)) < 1e-4
mean_l, var_l, third_l = direct_moments(r_large)
skew_large = third_l / var_l**1.5
assert abs(-mean_l * 3 * r_large - 1) < 1e-3
assert abs(skew_large / (-(5**1.5 / 7) * np.sqrt(r_large)) - 1) < 1e-3

# Sign change of the skewness: root from closed form, checked by quadrature
r_zero = brentq(formula_skew, 0.2, 1.0, xtol=1e-13)
assert direct_moments(0.99 * r_zero)[2] > 0 > direct_moments(1.01 * r_zero)[2]
scan = np.array([direct_moments(r)[2] for r in np.geomspace(0.01, 100, 400)])
sign_changes = int(np.sum(np.sign(scan[1:]) != np.sign(scan[:-1])))
assert sign_changes == 1

# Maximum minus centroid for lines much broader than the band bending
broad = 20.0
for r in (0.1, 0.2, 1.0):
    mean, _, third = formula_moments(r)
    offset_g = line_maximum(r, broad, gauss_slope) - mean
    offset_l = line_maximum(r, broad, lorentz_slope) - mean
    assert abs(offset_g / (-third / (2 * broad**2)) - 1) < 0.02
    assert abs(offset_l / (-2 * third / broad**2) - 1) < 0.02

# Worked example
Vs, W, lam, eps_r, sigma = 0.60, 10.0, 2.0, 10.0, 0.40  # eV, nm, nm, -, eV
r = lam / W
permittivity = eps_r * const.epsilon_0
doping = 2 * permittivity * Vs / (const.e * (W * 1e-9)**2)  # per m^3

# Integrate Poisson's equation inward from the depletion edge
distance = np.linspace(0, W * 1e-9, 401)
curvature = np.full_like(distance, const.e * doping / permittivity)
field = cumulative_trapezoid(curvature, distance, initial=0)
potential = cumulative_trapezoid(field, distance, initial=0)
depth = W * 1e-9 - distance
assert np.allclose(potential, Vs * (1 - depth / (W * 1e-9))**2, atol=1e-10)

mean, variance, third = formula_moments(r)
centroid, mu2, mu3 = Vs * mean, Vs**2 * variance, Vs**3 * third
observed_skew = mu3 / (mu2 + sigma**2)**1.5

# Moments of the complete broadened spectrum
energy = np.linspace(-6, 6, 2401)
step = energy[1] - energy[0]
shifts, weight = emitters(r)
gaussians = np.exp(-0.5 * ((energy[:, None] - Vs * shifts) / sigma)**2)
spectrum = gaussians @ weight / (sigma * np.sqrt(2 * np.pi))
area = np.sum(spectrum) * step
spec_mean = np.sum(spectrum * energy) * step / area
spec_var = np.sum(spectrum * (energy - spec_mean)**2) * step / area
spec_third = np.sum(spectrum * (energy - spec_mean)**3) * step / area
assert abs(area - 1) < 1e-9
assert abs(spec_mean - centroid) < 1e-8
assert abs(spec_var - mu2 - sigma**2) < 1e-8
assert abs(spec_third / spec_var**1.5 - observed_skew) < 1e-7

maximum = Vs * line_maximum(r, sigma / Vs, gauss_slope)
assert abs(maximum - energy[np.argmax(spectrum)]) <= step

print(f"surface band bending Vs = {Vs:.2f} eV")
print(f"depletion width W = {W:.1f} nm")
print(f"attenuation length = {lam:.1f} nm")
print(f"relative permittivity = {eps_r:.1f}")
print(f"Gaussian standard deviation sigma = {sigma:.2f} eV")
print(f"ratio r = {r:.3f}")
print(f"doping density = {doping * 1e-6:.3e} cm^-3")
print(f"bulk signal fraction exp(-1/r) = {np.exp(-1 / r):.6f}")
for k in (2, 4, 6):
    print(f"J{k} = {float(J(k, r)):.6f}")
print(f"centroid shift = {centroid:.4f} eV")
print(f"shortfall from Vs = {Vs + centroid:.4f} eV")
print(f"variance from band bending mu2 = {mu2:.6f} eV^2")
print(f"standard deviation from band bending = {np.sqrt(mu2):.4f} eV")
print(f"third central moment mu3 = {mu3:.6f} eV^3")
print(f"skewness before broadening S = {formula_skew(r):.4f}")
print(f"total standard deviation = {np.sqrt(mu2 + sigma**2):.4f} eV")
print(f"skewness after broadening = {observed_skew:.4f}")
print(f"spectrum centroid, numerical = {spec_mean:.4f} eV")
print(f"spectrum skewness, numerical = {spec_third / spec_var**1.5:.4f}")
print(f"spectrum maximum, numerical = {maximum:.4f} eV")
print(f"maximum minus centroid, numerical = {maximum - centroid:.4f} eV")
print(f"broad-line estimate of that = {-mu3 / (2 * sigma**2):.4f} eV")
print(f"Vs recovered as -maximum/J2 = {-maximum / float(J(2, r)):.4f} eV")
print(f"skewness vanishes at r = {r_zero:.5f}")
print(f"sign changes for r from 0.01 to 100 = {sign_changes}")
print(f"skewness by quadrature at r = 0.001: {skew_small:.5f}")
print(f"skewness by quadrature at r = 10000: {skew_large:.3f}")
print("table: r, centroid/Vs, std. deviation/Vs, skewness S")
for ratio in (0.05, 0.1, 0.2, 0.3, 0.5, 1.0, 2.0, 5.0):
    m, v, _ = formula_moments(ratio)
    print(f"{ratio:5.2f} {m:9.4f} {np.sqrt(v):8.4f} "
          f"{formula_skew(ratio):9.4f}")
print("all good")
```

Printed output:

```
surface band bending Vs = 0.60 eV
depletion width W = 10.0 nm
attenuation length = 2.0 nm
relative permittivity = 10.0
Gaussian standard deviation sigma = 0.40 eV
ratio r = 0.200
doping density = 6.632e+18 cm^-3
bulk signal fraction exp(-1/r) = 0.006738
J2 = 0.679461
J4 = 0.526141
J6 = 0.431370
centroid shift = -0.4077 eV
shortfall from Vs = 0.1923 eV
variance from band bending mu2 = 0.023211 eV^2
standard deviation from band bending = 0.1524 eV
third central moment mu3 = 0.002967 eV^3
skewness before broadening S = 0.8392
total standard deviation = 0.4280 eV
skewness after broadening = 0.0378
spectrum centroid, numerical = -0.4077 eV
spectrum skewness, numerical = 0.0378
spectrum maximum, numerical = -0.4168 eV
maximum minus centroid, numerical = -0.0092 eV
broad-line estimate of that = -0.0093 eV
Vs recovered as -maximum/J2 = 0.6135 eV
skewness vanishes at r = 0.45282
sign changes for r from 0.01 to 100 = 1
skewness by quadrature at r = 0.001: 1.99400
skewness by quadrature at r = 10000: -159.712
table: r, centroid/Vs, std. deviation/Vs, skewness S
 0.05   -0.9050   0.0901    1.6941
 0.10   -0.8200   0.1612    1.3856
 0.20   -0.6795   0.2539    0.8392
 0.30   -0.5736   0.3008    0.4346
 0.50   -0.4323   0.3318   -0.1065
 1.00   -0.2642   0.3179   -0.8786
 2.00   -0.1478   0.2653   -1.7546
 5.00   -0.0635   0.1862   -3.2545
all good
```
